# Fitting a King line with correlated errors on both axes: test program

```python
"""King-line fit with errors on both axes, shared reference and masses.

Result under test: for isotopes A with frequencies p_A, q_A (MHz) and
w_A = 1000/100 - 1000/m_A (m in u), the line q = c + b p + a w has
    chi2(a,b) = g^T V^-1 g,   g = D (q - b p - a w),
    V = D diag(sq^2 + b^2 sp^2 + a^2 sw^2) D^T,
where D takes differences from a reference isotope. This equals the
minimum over all unknown true values and does not depend on the reference.
King coordinates: x = Dp/Dw, y = Dq/Dw in GHz u; y = a + b x.
a: intercept (GHz u), b: slope, sp, sq, sw: standard deviations.
Simulation tests the coverage of the resulting confidence statements.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import least_squares
from scipy.special import erf
from scipy.stats import chi2

# Round model parameters
mass = np.array([100., 102., 104., 106., 108., 110.])       # u
radius2 = np.array([0., .15, .27, .37, .45, .52])           # fm^2
K1, K2 = 500., -300.                                       # GHz u
F1, F2 = -1000., -1500.                                    # MHz/fm^2
error_p, error_q, error_m = 1e-4, 1e-4, 2e-6               # MHz, MHz, u
N = len(mass)
b_true = F2 / F1
a_true = K2 - b_true * K1
truth = np.array([a_true, b_true])


def inverse_mass(m):
    return 10. - 1000. / m


w_true = inverse_mass(mass)
p_true = K1 * w_true + F1 * radius2
q_true = K2 * w_true + F2 * radius2
sigma = np.array([np.full(N, error_p), np.full(N, error_q),
                  1000. * error_m / mass**2])


def differences(ref):
    D = np.delete(np.eye(N), ref, axis=0)
    D[:, ref] = -1.
    return D


def draw(size, scale, rng):
    p = p_true + scale * error_p * rng.standard_normal((size, N))
    q = q_true + scale * error_q * rng.standard_normal((size, N))
    m = mass + scale * error_m * rng.standard_normal((size, N))
    return p, q, m


def isotope_variance(theta, s):
    a, b = theta[..., 0:1], theta[..., 1:2]
    return s[1]**2 + b**2 * s[0]**2 + a**2 * s[2]**2


def fit(p, q, w, s, ref=0):
    """Generalized orthogonal regression for a batch of data sets."""
    D = differences(ref)
    dq = q @ D.T
    J = np.stack([w @ D.T, p @ D.T], axis=-1)
    JT = np.swapaxes(J, 1, 2)
    theta = np.linalg.solve(JT @ J, JT @ dq[..., None])[..., 0]
    for iteration in range(80):
        v = isotope_variance(theta, s)
        V = (v[:, None, :] * D) @ D.T
        g = dq - (J @ theta[..., None])[..., 0]
        lam = np.linalg.solve(V, g[..., None])[..., 0]
        back = lam @ D
        p_hat = p + theta[:, 1:2] * s[0]**2 * back
        w_hat = w + theta[:, 0:1] * s[2]**2 * back
        H = np.stack([w_hat @ D.T, p_hat @ D.T], axis=-1)
        HT = np.swapaxes(H, 1, 2)
        cov = np.linalg.inv(HT @ np.linalg.solve(V, H))
        step = (cov @ (HT @ lam[..., None]))[..., 0]
        theta = theta + step
        sd = np.sqrt(np.diagonal(cov, axis1=1, axis2=2))
        if np.max(np.abs(step) / sd) < 1e-6:
            return theta, cov, np.sum(g * lam, axis=1), iteration + 1
    raise AssertionError("fit did not converge")


def isotope_sum(p, q, w, s, theta):
    """The same chi2 written without any reference isotope."""
    e = q - theta[..., 1:2] * p - theta[..., 0:1] * w
    v = isotope_variance(theta, s)
    mean = np.sum(e / v, -1, keepdims=True) / np.sum(1 / v, -1, keepdims=True)
    return np.sum((e - mean)**2 / v, axis=-1), e - mean


def king_covariance(x, y, mu, ref=0):
    """First-order covariance of the vector (x_1..x_n, y_1..y_n)."""
    D = differences(ref)
    Cp, Cq, Cw = [(D * s**2) @ D.T for s in sigma]
    scale = np.outer(mu, mu)
    xx = (Cp + np.outer(x, x) * Cw) / scale
    yy = (Cq + np.outer(y, y) * Cw) / scale
    xy = np.outer(x, y) * Cw / scale
    return np.block([[xx, xy], [xy.T, yy]])


def fixed_weight_fit(p, q, w, U, ref):
    """Fit with an assumed covariance U of the differences."""
    D = differences(ref)
    J = np.stack([w @ D.T, p @ D.T], axis=-1)
    JTW = np.swapaxes(J, 1, 2) @ np.linalg.inv(U)
    cov = np.linalg.inv(JTW @ J)
    theta = (cov @ (JTW @ (q @ D.T)[..., None]))[..., 0]
    return theta, np.sqrt(np.diagonal(cov, axis1=1, axis2=2))


samples = 20000
nominal = erf(1 / np.sqrt(2))


def check_fraction(observed, expected, extra=0.):
    noise = np.sqrt(expected * (1 - expected) / samples)
    assert abs(observed - expected) < 4 * noise + extra, (observed, expected)


# Worked data set, rounded to the printed digits before it is fitted
p, q, m = draw(1, 1., np.random.default_rng(12))
p, q, m = np.round(p, 5), np.round(q, 5), np.round(m, 7)
w = inverse_mass(m)
theta, cov, chi_min, iterations = fit(p, q, w, sigma, 0)
theta_other, _, chi_other, _ = fit(p, q, w, sigma, 2)
sd = np.sqrt(np.diag(cov[0]))
assert np.all(np.abs(theta - theta_other)[0] < 1e-4 * sd)
chi_sum, residual = isotope_sum(p, q, w, sigma, theta)
assert np.allclose(chi_min, chi_sum, rtol=1e-5, atol=1e-6)
assert np.allclose(chi_min, chi_other, rtol=1e-5, atol=1e-6)

# Direct minimization over every unknown true value, with enlarged errors
large = 1e4
pl, ql, ml = draw(1, large, np.random.default_rng(5))
wl = inverse_mass(ml)
s_large = large * sigma
theta_l, cov_l, chi_l, _ = fit(pl, ql, wl, s_large)


def all_corrections(t):
    P = pl[0] + s_large[0] * t[:N]
    W = wl[0] + s_large[2] * t[N:2 * N]
    c, b, a = t[2 * N:]
    return np.r_[t[:2 * N], (ql[0] - c - b * P - a * W) / s_large[1]]


start = np.r_[np.zeros(2 * N), 0., 1.2, -900.]
direct = least_squares(all_corrections, start, jac='3-point', x_scale='jac',
                       xtol=1e-13, ftol=1e-13, gtol=1e-13, max_nfev=2000)
direct_theta = direct.x[[-1, -2]]
sd_l = np.sqrt(np.diag(cov_l[0]))
assert np.all(np.abs(direct_theta - theta_l[0]) < 1e-3 * sd_l)
assert abs(2 * direct.cost - chi_l[0]) < 1e-4 * (1 + chi_l[0])

# A mass error moves the residual in proportion to the intercept
for K2_test in (K2, b_true * K1):
    a_test = K2_test - b_true * K1
    dq1 = K2_test * w_true[1] + F2 * radius2[1]

    def king_residual(m1):
        mu1 = inverse_mass(m1)
        return dq1 / mu1 - b_true * p_true[1] / mu1 - a_test

    h = 1e-3
    slope_m = (king_residual(mass[1] + h) - king_residual(mass[1] - h)) / (2*h)
    predicted = -a_test * (1000 / mass[1]**2) / w_true[1]
    assert abs(slope_m - predicted) < 1e-5 * abs(a_true)

# Repeated experiments with the stated errors
ps, qs, ms = draw(samples, 1., np.random.default_rng(2024))
ws = inverse_mass(ms)
D0 = differences(0)
mu0 = D0 @ w_true
x0, y0 = D0 @ p_true / mu0, D0 @ q_true / mu0
C0 = king_covariance(x0, y0, mu0)
points = np.hstack([(ps @ D0.T) / (ws @ D0.T), (qs @ D0.T) / (ws @ D0.T)])
C_sample = np.cov((points - np.r_[x0, y0]).T)
sd0, sd_sample = np.sqrt(np.diag(C0)), np.sqrt(np.diag(C_sample))
corr0 = C0 / np.outer(sd0, sd0)
corr_sample = C_sample / np.outer(sd_sample, sd_sample)
assert np.max(np.abs(sd_sample / sd0 - 1)) < 5 / np.sqrt(2 * samples)
assert np.max(np.abs(corr_sample - corr0)) < 5 / np.sqrt(samples)
B = np.hstack([-b_true * np.eye(N - 1), np.eye(N - 1)])
V0 = (D0 * isotope_variance(truth, sigma)) @ D0.T
assert np.allclose(B @ C0 @ B.T, V0 / np.outer(mu0, mu0), rtol=1e-8)


def coverage(p, q, w, s, extra):
    th, cv, cmin, _ = fit(p, q, w, s)
    err = np.sqrt(np.diagonal(cv, axis1=1, axis2=2))
    single = np.mean(np.abs(th - truth) < err, axis=0)
    ctrue, _ = isotope_sum(p, q, w, s, truth)
    joint = np.mean(ctrue - cmin < chi2.ppf(nominal, 2))
    absolute = np.mean(ctrue < chi2.ppf(0.95, N - 1))
    for value in (*single, joint):
        check_fraction(value, nominal, extra)
    check_fraction(absolute, 0.95)
    return th, err, cmin, single, joint, absolute


th, err, cmin, single, joint, absolute = coverage(ps, qs, ws, sigma, 0.)
assert abs(cmin.mean() - (N - 3)) < 4 * np.sqrt(2 * (N - 3) / samples)
spread_ratio = th.std(axis=0) / err.mean(axis=0)
assert np.max(np.abs(spread_ratio - 1)) < 5 / np.sqrt(2 * samples)

pb, qb, mb = draw(samples, large, np.random.default_rng(77))
big = coverage(pb, qb, inverse_mass(mb), s_large, 0.01)

# Shortcut covariances: simulated coverage against the linear prediction
shortcut_results = []
naive_slopes = []
for name, ref in (("no point corr., ref 1", 0), ("no point corr., ref 3", 2),
                  ("no mass errors", 0), ("independent axis masses", 0)):
    D = differences(ref)
    V = (D * isotope_variance(truth, sigma)) @ D.T
    V_freq = (D * (sigma[1]**2 + b_true**2 * sigma[0]**2)) @ D.T
    if name.startswith("no point"):
        U = np.diag(np.diag(V))
        naive_slopes.append(fixed_weight_fit(p, q, w, U, ref)[0][0, 1])
    elif name == "no mass errors":
        U = V_freq
    else:
        mass_part = (D * sigma[2]**2) @ D.T
        U = V_freq + mass_part * (np.outer(y0, y0)
                                  + b_true**2 * np.outer(x0, x0))
    fitted, claimed = fixed_weight_fit(ps, qs, ws, U, ref)
    observed = np.mean(np.abs(fitted[:, 1] - b_true) < claimed[:, 1])
    J = np.column_stack([D @ w_true, D @ p_true])
    JTW = J.T @ np.linalg.inv(U)
    claimed_cov = np.linalg.inv(JTW @ J)
    P = claimed_cov @ JTW
    ratio = np.sqrt(claimed_cov[1, 1] / (P @ V @ P.T)[1, 1])
    expected = erf(ratio / np.sqrt(2))
    check_fraction(observed, expected)
    shortcut_results.append((name, ratio, expected, observed))
assert shortcut_results[0][3] > nominal > shortcut_results[1][3]
assert shortcut_results[2][3] < nominal

# Printed results
print(f"K1, K2 = {K1:.0f}, {K2:.0f} GHz u")
print(f"F1, F2 = {F1:.0f}, {F2:.0f} MHz/fm^2")
print("model radii:", *[f"{r:.2f}" for r in radius2], "fm^2")
print(f"errors: p {error_p:.4f} MHz, q {error_q:.4f} MHz, m {error_m:.6f} u")
print(f"true line: a = {a_true:.1f} GHz u, b = {b_true:.2f}")
print("measured data: m (u), p (MHz), q (MHz)")
for i in range(N):
    print(f"{i+1}: {m[0,i]:.7f} {p[0,i]:.5f} {q[0,i]:.5f}")
mu = D0 @ w[0]
x, y = D0 @ p[0] / mu, D0 @ q[0] / mu
point_sd = np.sqrt(np.diag(king_covariance(x, y, mu)))
print("King points, ref 1: x, sd x, y, sd y (GHz u)")
for i in range(N - 1):
    print(f"{i+2}: {x[i]:.5f} {point_sd[i]:.5f} "
          f"{y[i]:.5f} {point_sd[N-1+i]:.5f}")
print(f"correlation x2,x3 = {corr0[0,1]:.3f}; x2,y2 = {corr0[0,N-1]:.3f}")
print("fit: residual e-mean, sqrt(v) (MHz)")
v_fit = isotope_variance(theta, sigma)[0]
for i in range(N):
    print(f"{i+1}: {residual[0,i]:.6f} {np.sqrt(v_fit[i]):.6f}")
print(f"a = {theta[0,0]:.5f} +- {sd[0]:.5f} GHz u")
print(f"b = {theta[0,1]:.7f} +- {sd[1]:.7f}")
print(f"correlation of a and b = {cov[0,0,1]/sd[0]/sd[1]:.4f}")
to_atomic = (1e9 * const.h * const.atomic_mass
             / const.physical_constants['Hartree energy'][0] / const.m_e)
print(f"a = {theta[0,0]*to_atomic:.8f} +- {sd[0]*to_atomic:.8f} E_h m_e")
print(f"chi2 = {chi_min[0]:.3f}, dof = {N-3}, "
      f"p-value = {chi2.sf(chi_min[0], N-3):.3f}")
print(f"iterations = {iterations}")
print(f"full fit, ref 3: b = {theta_other[0,1]:.7f}")
print(f"no point corr.: b = {naive_slopes[0]:.7f} (ref 1)")
print(f"no point corr.: b = {naive_slopes[1]:.7f} (ref 3)")
print(f"simulated experiments = {samples}; nominal 1 sd = {nominal:.4f}")
print(f"coverage a, b = {single[0]:.4f}, {single[1]:.4f}")
print(f"joint coverage = {joint:.4f}; 95% absolute = {absolute:.4f}")
print(f"mean minimum chi2 = {cmin.mean():.3f}")
print("shortcut: claimed/real sd of b, predicted, simulated coverage")
for name, ratio, expected, observed in shortcut_results:
    print(f"{name}: {ratio:.3f} {expected:.4f} {observed:.4f}")
print(f"enlarged errors: factor {large:.0f}, "
      f"sd b = {big[0][:,1].std():.4f}")
print(f"coverage a, b = {big[3][0]:.4f}, {big[3][1]:.4f}")
print(f"joint coverage = {big[4]:.4f}; 95% absolute = {big[5]:.4f}")
print("no test failed")
```

Printed output:

```
K1, K2 = 500, -300 GHz u
F1, F2 = -1000, -1500 MHz/fm^2
model radii: 0.00 0.15 0.27 0.37 0.45 0.52 fm^2
errors: p 0.0001 MHz, q 0.0001 MHz, m 0.000002 u
true line: a = -1050.0 GHz u, b = 1.50
measured data: m (u), p (MHz), q (MHz)
1: 99.9999962 -0.00000 -0.00006
2: 102.0000003 -51.96068 -283.82366
3: 103.9999982 -77.69223 -520.38463
4: 106.0000036 -86.98106 -724.81122
5: 108.0000018 -79.62947 -897.22222
6: 110.0000019 -65.45467 -1052.72722
King points, ref 1: x, sd x, y, sd y (GHz u)
2: -264.99892 0.00081 -1447.49734 0.00217
3: -201.99969 0.00039 -1352.99913 0.00103
4: -153.66635 0.00026 -1280.49813 0.00066
5: -107.49971 0.00019 -1211.24904 0.00047
6: -72.00009 0.00016 -1157.99919 0.00037
correlation x2,x3 = 0.502; x2,y2 = 0.435
fit: residual e-mean, sqrt(v) (MHz)
1: 0.000005 0.000277
2: 0.000037 0.000271
3: -0.000175 0.000265
4: 0.000303 0.000260
5: -0.000252 0.000255
6: 0.000082 0.000250
a = -1049.99914 +- 0.00049 GHz u
b = 1.5000000 +- 0.0000053
correlation of a and b = 0.7011
a = -0.29090020 +- 0.00000013 E_h m_e
chi2 = 2.905, dof = 3, p-value = 0.407
iterations = 2
full fit, ref 3: b = 1.5000000
no point corr.: b = 1.5000000 (ref 1)
no point corr.: b = 1.5000041 (ref 3)
simulated experiments = 20000; nominal 1 sd = 0.6827
coverage a, b = 0.6767, 0.6843
joint coverage = 0.6797; 95% absolute = 0.9500
mean minimum chi2 = 3.002
shortcut: claimed/real sd of b, predicted, simulated coverage
no point corr., ref 1: 1.094 0.7259 0.7278
no point corr., ref 3: 0.707 0.5202 0.5166
no mass errors: 0.681 0.5040 0.5030
independent axis masses: 1.173 0.7592 0.7612
enlarged errors: factor 10000, sd b = 0.0535
coverage a, b = 0.6839, 0.6806
joint coverage = 0.6863; 95% absolute = 0.9496
no test failed
```
